\section*{Why zone-folded Si/Ge superlattices absorb weakly at the gap}

\section{The decision: direct on the band plot, or in absorption?}

A supercell calculation of a short-period Si/Ge superlattice can place the lowest conduction state and the highest valence state at the same point, $\Gamma$, of the small superlattice zone. One must then decide whether to treat the material as a direct-gap absorber. The band plot cannot settle this. The transition is vertical in the superlattice zone, but its strength depends on how far the superlattice potential has mixed states of different bulk wavevector. The momentum matrix element must be computed.

In the Si$_6$Ge$_4$ model below, which has ideally sharp interfaces, the in-plane polarised edge transitions together have 0.3\% of the strength of an ordinary direct transition. The small $\Gamma$-character of the electron supplies part of this. Another part comes from the hole, which acquires a little character of the bulk conduction-valley wavevector.

\section{Folding by itself gives nothing}

Take ten atomic layers stacked along $[001]$, with one common cubic lattice constant $a$. The period is $10\times a/4=5a/2$, so the shortest superlattice reciprocal vector along $z$ is $0.4$ in units of $2\pi/a$, which are used for all wavevectors. Bulk states with $k_z=0,\pm0.4,\pm0.8$ therefore all appear at the superlattice $\Gamma$. The bulk conduction valley along $[001]$ lies near $0.85$, close to the folded value $k_0=0.8$.

Write the one-electron Hamiltonian as $H=H_0+W$. Here $H_0$ is the average crystal, with bulk periodicity, and $W$ is the difference between the layered and the average crystal. The potentials are local, spin--orbit coupling is omitted, and $\mathbf p=-i\hbar\nabla$. Light couples through $\mathbf A\cdot\mathbf p$, so by the golden rule absorption at a given photon energy and joint density of states is proportional to $|\mathbf e\cdot\mathbf M|^2$, where $\mathbf e$ is the polarisation and
\begin{equation}
\mathbf M=\langle c|\mathbf p|v\rangle .
\end{equation}
I measure strength by the energy $E_P=2|\mathbf M|^2/m$; the oscillator strength is $f=E_P/E$ for a transition of energy $E$.

Expand both superlattice states in plane waves and collect those belonging to the same bulk wavevector:
\begin{equation}
|c\rangle=\sum_k|c_k\rangle,\qquad |v\rangle=\sum_k|v_k\rangle .
\end{equation}
The operator $\mathbf p$ multiplies each plane wave by a number and cannot change its wavevector. All cross terms vanish, leaving
\begin{equation}
\mathbf M=\sum_k\langle c_k|\mathbf p|v_k\rangle .
\label{eq:unfold}
\end{equation}
If $W=0$, the electron contains only $k=\pm k_0$ and the hole only $k=0$. No term survives. Relabelling the electron as a $\Gamma$ state has not altered its wavefunction.

\section{What the superlattice potential admixes}

Let $c$ be the bulk conduction state at $k_0$ and $v$ a bulk valence-top state at $\Gamma$. First-order perturbation theory gives
\begin{align}
|\tilde c\rangle&=|c\rangle+\sum_n |n\rangle\frac{W_{nc}}{E_c-E_n},\\
|\tilde v\rangle&=|v\rangle+\sum_n |n\rangle\frac{W_{nv}}{E_v-E_n}.
\end{align}
Insert these into $\langle\tilde c|\mathbf p|\tilde v\rangle$. The zeroth-order term $\mathbf p_{cv}$ vanishes, and products of two admixtures are of second order. In the first correction $\mathbf p_{nv}$ requires $n$ to be at $\Gamma$; in the second, $\mathbf p_{cn}$ requires $n$ to be at $k_0$. Hence
\begin{equation}
\mathbf M^{(1)}=
\underbrace{\sum_{n\,\mathrm{at}\,\Gamma}\frac{W_{cn}\,\mathbf p_{nv}}{E_c-E_n}}_{\text{electron term}}
+\underbrace{\sum_{n\,\mathrm{at}\,k_0}\frac{\mathbf p_{cn}\,W_{nv}}{E_v-E_n}}_{\text{hole term}} .
\label{eq:first}
\end{equation}
Both terms are linear in $W$, so the leading strength is quadratic in $W$.

The relation to $\Gamma$-character follows from the first term. Let $P_\Gamma=\langle c_0|c_0\rangle$ be the electron's weight at bulk $k=0$. Normalising that part gives
\begin{equation}
\mathbf M_\Gamma=\sqrt{P_\Gamma}\;\mathbf p_{\rm eff},\qquad
\mathbf p_{\rm eff}=\frac{\langle c_0|\mathbf p|v_0\rangle}{\sqrt{P_\Gamma}} .
\label{eq:weight}
\end{equation}
The $\Gamma$ contribution to the amplitude thus scales as the square root of the weight, and its strength as the weight. Equation~(\ref{eq:weight}) leaves out the hole term, and $\mathbf p_{\rm eff}$ need not equal the matrix element of any one bulk transition.

Two degeneracies need care. The states at $+k_0$ and $-k_0$ are degenerate, as are the three valence-top states. Couplings within each set rotate its members and are not small admixtures, so the sums in (\ref{eq:first}) omit them. The total $\sum_{c,v}|M_\alpha|^2$ over both sets is unchanged by such rotations and is the safe quantity to compare.

\section{Why the coupling is small}

The coupling needs Fourier components of $W$ that connect $k_0$ with $\Gamma$. They equal the Ge--Si form-factor difference multiplied by
\begin{equation}
F(\mathbf Q)=\frac1N\sum_{l\in\mathrm{Ge}}e^{-i\mathbf Q\cdot\mathbf R_l},
\end{equation}
where $N$ is the number of layers in the period. The average crystal contributes nothing at these $\mathbf Q$. Suppose the Ge slab has an even number $n$ of layers. Advancing two layers shifts the atom by $(a/2,0,a/2)$. For $\mathbf Q=\mathbf G+(0,0,k_0)$, with $\mathbf G$ a bulk reciprocal vector, $G_x+G_z$ is even, so this step multiplies the phase factor by $e^{-i\pi k_0}$. Summing $n/2$ pairs of layers as a geometric series gives
\begin{equation}
|F|\le\frac2N\left|\frac{\sin(\pi k_0n/4)}{\sin(\pi k_0/2)}\right|
\le\frac{2}{N|\sin(\pi k_0/2)|}.
\label{eq:bound}
\end{equation}
The factor 2 bounds the sum within one pair. For $N=10$ and $k_0=0.8$ the last bound is $0.21$.

This also gives the long-period limit. At fixed $k_0$ and for sharp interfaces, the bound on the coupling falls as $1/N$, and that on the first-order strength as $1/N^2$. A long period creates many folded states, but each carries little mixing across the large wavevector $k_0$. The estimate fails once the long-wave part of $W$ exceeds the spacing of neighbouring folded levels; confined states must then replace single bulk states as the starting point.

\section{Symmetry: one bright state and one dark state}

Si$_6$Ge$_4$ with ideal interfaces has an inversion centre. Inversion $I$ exchanges the two valleys, leaves the valence top unchanged (even parity), and reverses $\mathbf p$. Choosing $|-\rangle=I|+\rangle$,
\begin{equation}
\mathbf M_-=\langle+|I\mathbf p|v\rangle=-\langle+|\mathbf pI|v\rangle=-\mathbf M_+ .
\end{equation}
The even combination $(|+\rangle+|-\rangle)/\sqrt2$ has zero matrix element. The odd one, $(|+\rangle-|-\rangle)/\sqrt2$, has $\sqrt2\,\mathbf M_+$ and carries twice the one-valley strength.

Polarisation follows from the rotation by $\pi$ about $z$, also a symmetry of the stack. The folded conduction state is even under it. The valence states transform as $yz$, $zx$ and $xy$; confinement leaves the first two highest, and these are odd. Since $p_z$ is even and $p_x,p_y$ are odd, the top two states absorb only light polarised in the layer plane.

The $\Gamma$ conduction levels that matter are a singlet, transforming as $xyz$, and the $z$ member of a triplet. Let $x'$ and $y'$ lie along $[110]$ and $[\bar110]$. For the singlet, the $x'$ and $y'$ matrix elements with the matching valence states are equal; call them $P$. For the triplet member,
\begin{align}
\langle x'|p_{x'}|z\rangle&=\tfrac12\left(\langle X|p_y|z\rangle+\langle Y|p_x|z\rangle\right)=Q,\\
\langle y'|p_{y'}|z\rangle&=-\tfrac12\left(\langle X|p_y|z\rangle+\langle Y|p_x|z\rangle\right)=-Q,
\end{align}
where $X$ and $Y$ are the $yz$ and $zx$ valence states, and the matching valence states are $|x'\rangle=(|X\rangle+|Y\rangle)/\sqrt2$ and $|y'\rangle=(|Y\rangle-|X\rangle)/\sqrt2$. With admixture amplitudes $\alpha_s$ and $\alpha_t$, the electron terms for the two polarisations are
\begin{equation}
\alpha_sP+\alpha_tQ\quad\text{and}\quad \alpha_sP-\alpha_tQ .
\label{eq:pm}
\end{equation}
The two in-plane directions are therefore inequivalent.

\section{How large: Si$_6$Ge$_4$}

The example uses Cohen--Bergstresser local form factors and $a=0.552$~nm. The form-factor difference is interpolated between its tabulated points. Its long-wave value is fixed by placing the bulk Ge valence top 0.6~eV above that of Si, a rough input. The numerical output follows this text.

\subsection{Estimate from the bulk states}

In the average crystal the folded conduction state lies 0.900~eV above the valence top. The $\Gamma$ singlet is 1.957~eV higher and couples to it by $0.0591$~eV:
\begin{equation}
\alpha_s^2=\left(\frac{0.0591}{1.957}\right)^2=9.1\times10^{-4}.
\end{equation}
The direct singlet transition has $E_P=41.7$~eV summed over the two in-plane polarisations. Including the factor 2 for the bright valley combination, the singlet path gives
\begin{equation}
2\times9.13\times10^{-4}\times41.7~\mathrm{eV}=0.076~\mathrm{eV}.
\end{equation}
The four lowest $\Gamma$ conduction bands together give $0.088$~eV. The cross terms in (\ref{eq:pm}) cancel in this sum, so the remaining $0.0115$~eV belongs to the triplet. With $\alpha_t^2=1.94\times10^{-4}$, its direct strength per polarisation is $0.0115/(4\times1.94\times10^{-4})\approx15$~eV, against $21$~eV for the singlet.

Keeping all bands in (\ref{eq:first}), the electron term alone gives $0.082$~eV and the hole term alone $0.023$~eV. With interference the total is $0.110$~eV. Diagonalising the superlattice with $W$ multiplied by $0.005$, and dividing the strength by $0.005^2$, gives the same $0.110$~eV.

\subsection{The full superlattice}

At full $W$ the in-plane strength is $0.117$~eV. The first-order value is 6\% below this, so second-order scaling describes the total well here. Relative to the direct singlet transition, counted in the same way,
\begin{equation}
\frac{0.1173}{41.72}=2.8\times10^{-3}.
\end{equation}
The third valence state, 24~meV below the top, adds $0.049$~eV in $z$ polarisation, which is not counted here.

The gap is $0.80$~eV, rising to $0.82$~eV with a larger plane-wave basis. The numbers quoted here are for 613 plane waves; in a converged basis the strengths are about 2\% larger (total $0.119$~eV, strongest line $0.0855$~eV, ratio $2.9\times10^{-3}$) and the average-crystal gaps about $0.02$~eV larger, while the pair splitting is unchanged. The valley pair splits by 74~meV; the lower member is odd and bright, the upper even and dark. The order is not general: in the same model with ideal interfaces, Si$_8$Ge$_2$ and Si$_4$Ge$_6$ have the dark state lowest. It should be computed for each structure.

The strongest single transition has $E_P=0.084$~eV and $f=0.0838/0.798=0.105$. Its electron has $\Gamma$ weight $P_\Gamma=2.4\times10^{-3}$. By bulk wavevector, the amplitude is made up of $+0.46$ from $k=0$, $+0.60$ from $k=\pm0.8$ and $-0.06$ from $k=\pm0.4$. In this transition the hole's valley character contributes more than the electron's $\Gamma$-character.

Equation~(\ref{eq:pm}) explains this. In units of $\sqrt{\mathrm{eV}}$, the one-valley singlet and triplet amplitudes are $0.0302\sqrt{20.9}=0.138$ and $0.0139\sqrt{14.8}=0.054$. For the bright state the two polarisations then have $\Gamma$-part strengths
\begin{equation}
2(0.138\pm0.054)^2~\mathrm{eV}\approx0.07\ \text{or}\ 0.014~\mathrm{eV}.
\end{equation}
The full calculation gives $0.463^2\times0.0838=0.018$~eV for the strongest transition, which identifies it with the minus sign. It has the smaller $\Gamma$ part and becomes the stronger line because the hole term adds to it. The other polarisation has only $0.1173-0.0838=0.0335$~eV in total, less than its estimated $\Gamma$ part, so there the hole term must oppose. Both lines share the same electron state, so its weight $P_\Gamma$ cannot rank them, and ranking them by the $\Gamma$ part of the amplitude alone would reverse their order.

The division into parts is less well described by first order than the total is. The valley part of the strongest transition alone has strength $0.602^2\times0.0838=0.030$~eV, above the first-order hole total of $0.023$~eV.

\subsection{Does the minimum really fold to $\Gamma$?}

The average-crystal minimum is at $0.85$, where the energy is 11~meV below that at $0.80$. Folding alone would put two minima at $q=\pm\delta$, with $\delta=0.05$. Describe them by parabolas of curvature parameter $\varepsilon$, with a constant coupling $D$ equal to half the pair splitting. The lower band is
\begin{align}
E(q)&=\varepsilon(q^2+\delta^2)-\sqrt{4\varepsilon^2\delta^2q^2+D^2}\\
&\approx \varepsilon\delta^2-D+\varepsilon\left(1-\frac{2\varepsilon\delta^2}{D}\right)q^2 .
\end{align}
With $\varepsilon\delta^2=11$~meV and $D=37$~meV, the bracket is $1-0.59>0$, and the minimum moves to $q=0$. The computed band also has its lowest value at $q=0$ on a grid of spacing $0.02$. A smaller valley coupling would leave the minimum off centre.

\section{Beside the real material}

Si$_6$Ge$_4$ superlattices can be grown on relaxed SiGe buffers. The mean lattice constant used here suits such a buffer; the average-crystal gap of 0.89~eV (0.91~eV in a converged basis) is somewhat below the roughly 1~eV of an alloy of this composition. The assumption most clearly broken is the common unstrained lattice: the misfit is 4.2\%. Representing strain by an added 0.45~eV potential step between the layers lowers the gap to 0.66~eV and the strength by 21\%, to $0.093$~eV. This scalar step also acts on the holes and omits their strain splitting, so it only indicates how sensitive the result is and does not replace a strained calculation. Changing the valence offset by $\pm0.2$~eV, interpolating linearly, or enlarging the basis, each with the other settings fixed, moves the strength by at most about 7\%. The high-wavevector tail of the form-factor difference, which the model tapers to zero at $|\mathbf Q|^2=16$, matters most for the pair splitting. Tapering it to zero at $|\mathbf Q|^2=12$ instead raises the strength by 11\% and lowers the splitting from 74 to 48~meV; cutting it off abruptly beyond the last tabulated point, $|\mathbf Q|^2=11$, raises the strength by 3\% and gives 47~meV.

Other omissions affect the interpretation, and interface mixing can also change the strength severalfold:
\begin{itemize}
\item The mean spin--orbit splitting, roughly 140~meV, exceeds the 8 and 24~meV separations of the top valence states. It will remix them, so the separate line strengths and the strict polarisation rule should not be carried over to a real edge. Adding this splitting to the three valence states alone lowers the in-plane strength of the top two levels from $0.117$ to $0.083$~eV and gives them $0.030$~eV in $z$ polarisation.
\item The in-plane valley, with its minimum near $0.85$, lies only about 32~meV above the folded edge, little more than $k_BT$ at 300~K. Whether the gap is direct at all depends on strain.
\item Interface mixing changes the large-wavevector part of $W$. Averaging the composition over two adjacent layers multiplies a component $(0,0,Q_z)$ by $\cos(\pi Q_z/4)$. For $|Q_z|=0.8$ and $1.2$, the squared components fall to 65\% and 35\%. Components with an in-plane part follow no such simple factor, and some grow. In this model the two-layer average cuts the total in-plane strength to about a third, $0.038$~eV. It also removes the inversion centre, so both members of the valley pair absorb, and here the upper one is the brighter. The pair splitting falls to 18~meV, small enough, by the parabola estimate above, for the minimum to move away from $q=0$.
\item A rough phonon coupling of 0.18~eV exceeds the static couplings of 0.04--0.06~eV. It is spread over many phonon wavevectors, so the numbers cannot be compared directly, but phonon-assisted absorption cannot be dismissed.
\item A hydrogenic exciton binding of 9~meV will reshape the edge at low temperature.
\end{itemize}

\section{What to do in a calculation}

Compute $\mathbf M$ for every member of the nearly degenerate valley pair and valence top, and resolve it by polarisation. Examining only the lowest pair of states can select a symmetry-dark transition. Sum over the near-degenerate sets before comparing structures or methods.

The unfolded $\Gamma$ weight gives a rough first estimate, but only for a state that symmetry allows to absorb: the dark upper state here has a weight that would suggest about $0.03$~eV, yet its strength is zero. For the bright state, $P_\Gamma$ times the direct strength gives $2.43\times10^{-3}\times41.7=0.10$~eV, close to the total of $0.117$~eV. That closeness is partly fortuitous, since the estimate omits the hole term and the interference. For individual lines, evaluate (\ref{eq:unfold}) with both states.

With nonlocal pseudopotentials or a tight-binding model, replace $\mathbf p$ by $m\mathbf v=(im/\hbar)[H,\mathbf r]$. The nonlocal part of $W$ then enters the velocity itself and adds a direct first-order term, $(im/\hbar)\langle c|[W,\mathbf r]|v\rangle$, to (\ref{eq:first}). Omitting it would leave the matrix element incomplete at its leading order.

To strengthen the edge, seek larger Fourier components of $W$ at the wavevectors joining the valley to $\Gamma$, with electron and hole terms of the same sign. A shorter period raises the bound in (\ref{eq:bound}), provided the valley still folds close to $\Gamma$ and the interfaces remain sharp. Moving the minimum to $\Gamma$ on the band plot is not sufficient.

\section*{Numbers as computed}
\begin{verbatim}
mean lattice constant: 0.5522 nm; period: 1.381 nm
kinetic unit hbar^2(2pi/a)^2/2m: 4.933 eV
plane waves: 613; valence offset input: 0.60 eV
long-wave Ge-Si potential difference: 0.245 eV
average crystal: conduction minimum at k = 0.85 (2pi/a)
  gap there 0.889 eV; at k = 0.8: 0.900 eV
Gamma level, degeneracy 1: 2.857 eV above valence top
  coupling |W| 0.0591 eV, distance 1.957 eV, (W/distance)^2 9.13e-04
Gamma level, degeneracy 3: 3.451 eV above valence top
  coupling |W| 0.0356 eV, distance 2.551 eV, (W/distance)^2 1.94e-04
direct strength, singlet Gamma level, x+y: 41.72 eV
First order, E_P summed over pair and valence top, x+y:
  electron term alone: 8.200e-02 eV
    its four lowest Gamma conduction bands: 8.765e-02 eV
  hole term alone: 2.347e-02 eV
  both with interference: 1.099e-01 eV; z: 4.375e-02 eV
diagonalisation, W scaled by 0.005, E_P/scale^2: 1.099e-01 eV; z: 4.375e-02 eV
folding alone (W = 0): E_P = 5.7e-27 eV
W scaled by 0.25: in-plane E_P/scale^2 = 1.109e-01 eV
W scaled by 0.50: in-plane E_P/scale^2 = 1.125e-01 eV
W scaled by 1.00: in-plane E_P/scale^2 = 1.173e-01 eV
Si6Ge4: gap at zone centre 0.798 eV
  pair splitting 74.4 meV; top valence splitting 8.4 meV; third valence 24 meV down
  lower conduction state: parity -1, in-plane E_P 1.173e-01 eV
  upper conduction state: parity +1, in-plane E_P 7.660e-28 eV
  valence parities (top, second): +1, +1
  total in-plane E_P 1.173e-01 eV; ratio to direct 2.81e-03
strongest transition: 0.798 eV, E_P 8.378e-02 eV, f = 1.05e-01
  bulk k = 0: electron weight 2.43e-03, hole weight 9.67e-01, share of M +0.463
  bulk k = +-0.4: electron weight 1.78e-03, hole weight 3.16e-02, share of M -0.064
  bulk k = +-0.8: electron weight 9.96e-01, hole weight 1.63e-03, share of M +0.602
  electron weight in four lowest Gamma conduction bands: 2.39e-03
  E_P of Gamma part / Gamma weight: 7.36 eV
superlattice band minimum along z: q = 0.00 (2pi/a), 0.0 meV below zone centre
in-plane Delta valley minus zone-centre conduction edge: +0.043 eV
L valley minus zone-centre conduction edge: +0.616 eV
strain: misfit 4.2 %, inputs 9 eV and 1.77, Delta_z step 0.45 eV
  strain step added to W: gap 0.658 eV, in-plane E_P 9.284e-02 eV
  offset 0.2 eV smaller: gap 0.832 eV, in-plane E_P 1.185e-01 eV
  offset 0.2 eV larger: gap 0.746 eV, in-plane E_P 1.090e-01 eV
  linear interpolation: gap 0.786 eV, in-plane E_P 1.088e-01 eV
  larger plane-wave basis: gap 0.816 eV, in-plane E_P 1.194e-01 eV
kT at 300 K: 25.9 meV; mean spin-orbit splitting (rough): 140 meV
exciton binding, mass 0.12 m, permittivity 13.5: 9.0 meV
phonon: 50 meV, 50 eV/nm, rms displacement 0.0035 nm, coupling 0.175 eV
\end{verbatim}
